Finding adatom saddles with the dimer method

**Definitions and conventions**

Let R collect all coordinates of the atoms that may move, and let V(R) be their potential energy. The force is F = −∇V and the Hessian is H, with elements H_ij = ∂²V/∂R_i∂R_j. Its eigenvalues are ordered λ1 ≤ λ2 ≤ λ3 and so on. Lengths are in nm and energies in eV, so forces are in eV/nm and curvatures in eV/nm². The Hessian is not mass-weighted.

A stationary point has F = 0. Its index is the number of negative Hessian eigenvalues: a minimum has index zero, and the saddle crossed in an elementary adatom jump has index one. Part of the crystal is held fixed, so uniform translation is not a free motion and gives no zero eigenvalue. Stationary points are assumed nondegenerate, meaning that no eigenvalue vanishes.

The task is to find an index-one saddle next to a known minimum when the final state is unknown. A dimer is a pair of images of the whole system at R + δN and R − δN, where N is a unit vector in the space of all moving coordinates and δ is small. It is not a pair of atoms.

**A saddle by hand**

Take three dimensionless variables and the energy

V = ½(−x² + 2y² + 3z²).

The Hessian is diagonal with entries −1, 2, 3, so the origin is an index-one saddle. The force is

F = (x, −2y, −3z).

Following it makes x grow as e^t: plain forces leave the saddle along x. The lowest-curvature direction is N = (1, 0, 0). Subtracting the component of F along N once removes it, and subtracting it twice reverses it:

F† = F − 2(F·N)N = (x − 2x, −2y, −3z) = (−x, −2y, −3z).

Along dR/dt = F† the variables decay as e^(−t), e^(−2t) and e^(−3t). The saddle has become an attractor.

The same rule at other stationary points behaves differently. For eigenvalues 1, 2, 3, a minimum, F = (−x, −2y, −3z) and F† = (x, −2y, −3z), so one variable grows. For −2, −1, 3, an index-two point, F = (2x, y, −3z) and F† = (−2x, y, −3z). One unstable direction has been reversed, but the other still grows.

Now suppose that N is unknown on the first surface. Guess N = (1, 1, 0)/√2. Then

HN = (−1, 2, 0)/√2, C = N·HN = (−1 + 2)/2 = 1/2.

The part of HN perpendicular to N is

G = HN − CN = (−3/2, 3/2, 0)/√2.

Turn N towards Θ = −G/|G| = (1, −1, 0)/√2. In the plane of N and Θ we need two more numbers:

D = Θ·HΘ = 1/2, b = Θ·HN = (−1 − 2)/2 = −3/2.

For the trial direction cosφ N + sinφ Θ the curvature is

C(φ) = ½cos²φ + ½sin²φ + 2(−3/2) sinφ cosφ = 1/2 − (3/2) sin2φ.

It is lowest at φ = 45°, where C = −1 and the direction is (1, 0, 0). One rotation suffices because the plane contains the lowest eigenvector. In many dimensions it generally does not, and rotations are repeated.

**Curvature from forces**

For a real surface we avoid building H at every step. Expand the force along N, with primes denoting derivatives with respect to distance along N:

F(R ± δN) = F ± δF′ + (δ²/2)F″ ± (δ³/6)F‴ + …

Subtracting cancels the even terms. Since F′ = −HN,

[F(R − δN) − F(R + δN)]/(2δ) = HN − (δ²/6)F‴ + …

Two force evaluations therefore give HN. Projecting on N gives C with leading error (δ²/6)V⁗, where V⁗ is the fourth derivative of V along N. Halving δ should divide the error by four.

**Rotation in general**

For unit N, write N = Σ c_k v_k in the eigenvectors of H. Then C = Σ λ_k c_k² with Σ c_k² = 1, so C ≥ λ1, with equality for the lowest eigenvector. Finding N is a minimization of C.

A small turn N → N + εt, with t perpendicular to N, changes C to first order by 2εt·HN, because H is symmetric. As t·N = 0, this equals 2εt·G with G = HN − CN. The steepest decrease is along Θ = −G/|G|. With D and b defined as before,

C(φ) = C cos²φ + D sin²φ + 2b sinφ cosφ
= (C + D)/2 + [(C − D)/2] cos2φ + b sin2φ.

The last two terms are the scalar product of the vector ((C − D)/2, b) with the unit vector (cos2φ, sin2φ). It is smallest when the two are antiparallel:

2φ = atan2(−b, (D − C)/2),
C_min = (C + D)/2 − √{[(C − D)/2]² + b²}.

Here b = Θ·G = −|G|, so the angle 2φ lies between 0 and π. The new product needs no further forces, because H(cosφ N + sinφ Θ) = cosφ HN + sinφ HΘ. Each rotation thus costs the two forces needed for HΘ.

Rotation stops when G is small. Any eigenvector has G = 0, but the higher ones are not minima of C: an admixture of v1 lowers C and then grows. An initial N with no v1 component at all would miss it, which is one reason to start from a random direction.

**Why the reversed force selects index one**

In the hand example N was constant. On a general surface it varies with R, and we must check that this does not spoil the argument. Differentiating F†_i = F_i − 2(F·N)N_i with respect to R_j gives

∂_jF†_i = ∂_jF_i − 2(∂_jF·N)N_i − 2(F·∂_jN)N_i − 2(F·N)∂_jN_i.

At a stationary point F = 0, so the last two terms vanish. With ∂_jF_i = −H_ij, the Jacobian is

J = −H + 2NNᵀH = −(I − 2NNᵀ)H.

Acting on N = v1 it gives −λ1v1 + 2λ1v1 = λ1v1. Acting on another eigenvector it gives −λ_kv_k, since N·v_k = 0. The growth rates are therefore

λ1, −λ2, −λ3, …

All are negative if and only if λ1 < 0 and every other eigenvalue is positive, which is index one. The derivation needs N to be differentiable, hence λ1 ≠ λ2. At an index-one saddle this holds automatically, because λ1 < 0 < λ2. Where λ1 = λ2 the direction N is not unique and the linear analysis does not apply.

The growth rates were tested on an anharmonic surface, where N does vary:

V = ½(λ1x² + λ2y² + λ3z²) + 0.3(x²y + y²z + xyz + xz²).

A numerical Jacobian of F† at the origin had one growing mode for eigenvalues (1, 2, 3), none for (−1, 2, 3) and one for (−2, −1, 3), as in the hand calculation.

This is a local result. It says that a search started close enough to an index-one saddle converges, not that every search does, nor that the saddle found is the lowest.

**Moving the dimer**

Away from the saddle the terms containing ∂N survive, and F† need not be the gradient of any function. A gradient field has a symmetric Jacobian. For the anharmonic surface with eigenvalues (−1, 2, 3), at the point (0.3, 0.2, −0.1), the largest difference between J and its transpose is 0.0995. There is then no energy whose downhill force is F†, so a minimizer that relies on such an energy cannot be applied directly. Decreasing V itself would be wrong too, since V falls away from the saddle along N.

We therefore use an integrator that needs forces only. With unit fictitious mass and time step h, update v ← v + hF†, then R ← R + hv. Close to the saddle each mode obeys F† = −kx with k = |λ|. Eliminating v gives

x_(n+1) − (2 − h²k)x_n + x_(n−1) = 0.

Trying x_n = sⁿ gives s² − (2 − h²k)s + 1 = 0. The product of the roots is one. For 0 < h²k < 4 they are complex conjugates of modulus one, so the motion is a bounded oscillation. Damping turns it into convergence: v is partly turned towards F† while F†·v > 0, and set to zero otherwise. Together with a time step that grows while F†·v stays positive and is cut when it does not, this is the FIRE scheme.

Where C > 0 the search is not yet in a region of negative curvature, and we use

F† = −(F·N)N,

which climbs along N without relaxing the other coordinates. This force also vanishes where F is merely perpendicular to N, so a vanishing F† is not sufficient evidence of a stationary point. For C < 0 there is no such ambiguity:

|F†|² = |F|² − 4(F·N)² + 4(F·N)² = |F|².

The complete algorithm is:

1. Relax to the initial minimum and store it.
2. Displace the adatom and choose a random N.
3. Rotate N towards lowest curvature.
4. Form F† according to the sign of C and move R.
5. Repeat steps 3 and 4, reusing N, until F† is small.
6. Check the true force and diagonalize the full Hessian. Accept only one negative eigenvalue.
7. Step off the saddle along +N and −N and relax with plain forces. One descent must return to the stored minimum; the other reveals the final state.

Step 6 is needed because C < 0 shows that at least one eigenvalue is negative, since λ1 ≤ C, but does not exclude a second. Step 7 is needed because an index-one saddle may join two other minima.

**An adatom on an fcc(100) surface**

The energy is a second-moment many-body model,

V = Σ_i [Σ_(j≠i) u(r_ij) − √ρ_i], ρ_i = Σ_(j≠i) w(r_ij),
u = A exp[−p(r/r0 − 1)] s(r), w = ξ² exp[−2q(r/r0 − 1)] s(r).

The square root makes each bond weaker as an atom gains neighbours. The parameters are A = 0.086 eV, ξ = 1.22 eV, p = 11, q = 2.28 and r0 = 0.256 nm. The switch s falls from 1 at 0.37 nm to 0 at 0.50 nm as 1 − x⁴(35 − 84x + 70x² − 20x³), where x runs from 0 to 1 across the interval.

The distance r_ij enters the energies of both atoms i and j, so

∂V/∂r_ij = 2u′ − ½(ρ_i^(−1/2) + ρ_j^(−1/2))w′,

and the force on atom i is −Σ_j (∂V/∂r_ij)(r_i − r_j)/r_ij.

Minimizing the bulk energy gives a nearest-neighbour distance d = 0.2556 nm. The slab has five layers of 4×4 atoms, repeated periodically in the plane. With the adatom this makes 81 atoms, of which the adatom and the top three layers move: 49 atoms, 147 coordinates. The dimer uses δ = 0.0001 nm.

At the hollow-site minimum the lowest eigenvalue is 31.15 eV/nm². Because the site has fourfold symmetry, two modes share this value, and the adatom carries only 6% of the squared amplitude of each. Following a softest mode from the minimum would thus start mainly with a substrate motion. The value belongs to this slab rather than to the surface: with four mobile layers instead of three it falls to about 19 eV/nm², as do the two lowest positive eigenvalues at the saddle, while the negative one stays near −91 eV/nm². Each search instead starts with the adatom moved 0.10 nm sideways in a random azimuth and 0.04 nm up. This uses no final state, but it does assume that the adatom is the atom of interest.

All six searches were accepted, with the same barrier of 0.4035 eV. The first, at azimuth 187.0°, went as follows, with energies measured from the minimum:

step 0: V = 0.4479 eV, C = −64.12 eV/nm²
step 20: V = 0.4097 eV, C = −92.58 eV/nm²
step 94: V = 0.4035 eV, C = −91.34 eV/nm²

The largest force component fell from 2.9985 to 0.0012 eV/nm. The start lies above the saddle in energy, so this search ends lower than it began. That is compatible with reversing the force. Along the flow,

dV/dt = −F·F† = −|F|² + 2(F·N)²,

which is negative whenever less than half of |F|² lies along N. Relaxation of the other coordinates can outweigh the climb.

The cost can be counted. There were 95 force evaluations at the midpoint and two per point for HN, 285 in all. The remaining 449 − 285 = 164 evaluations paid for 82 rotations. The full Hessian by central differences needs another 2 × 147 = 294, so it is affordable once, at the end.

**Verifying the saddle**

The three lowest eigenvalues are −91.34, 30.82 and 31.68 eV/nm²: exactly one is negative. The adatom carries 95% of the unstable mode. With δ raised to 0.004 and 0.002 nm, the curvature errors relative to the full Hessian are 0.2065 and 0.0517 eV/nm². Their ratio of 3.998 confirms the δ² law.

The residual force bounds the energy error. Near the saddle the displacement is −H⁻¹F, and the energy difference is ½F·H⁻¹F, of magnitude at most |F|²/(2 min|λ|). The largest component, printed as 0.0012 eV/nm, is at most 0.00125 eV/nm before rounding. With 147 components, |F|² < 2.3 × 10⁻⁴ eV²/nm², and the energy error is below 2.3 × 10⁻⁴/(2 × 30.82) < 4 × 10⁻⁶ eV.

Symmetry offers a road without a dimer. Midway between two hollows, at the bridge site, two mirror planes make the lateral force on the adatom vanish. Holding its lateral position there and relaxing everything else gives 0.40354 eV, equal to the dimer result in all printed digits. The dimer saddle lies 0.1278 nm sideways from the hollow, which is d/2, and 0.0278 nm higher.

The two descents end in minima 0.2555 nm apart, one neighbour distance within the convergence of the relaxations, and one of them is the initial minimum. The final state has been found rather than supplied. Plain forces from the same displaced start fall back to the energy of the minimum, so the reversal is what leads to the saddle.

**A second mechanism**

Six equal answers do not show that no other saddle exists. A further search was seeded with a concerted motion in which the adatom enters the surface layer and pushes a surface atom out. This start uses knowledge of the mechanism. In this 4×4 cell it converged to an index-one saddle at 0.936 eV that touches the same minimum. The partner atom carries 45% of the unstable mode. The descents leave the original adatom at heights of 0.1587 nm and −0.0038 nm relative to the ideal top plane: on the surface in one case, within the top layer in the other.

At 300 K, kT = 0.02585 eV, and the Boltzmann factors of hop and exchange differ by

exp[(0.93615 − 0.40354)/0.02585] ≈ 9 × 10⁸.

This is not yet a ratio of rates, since the prefactors have not been computed. Nor is the exchange barrier converged in this cell, and every 0.06 eV changes the factor about tenfold. The barrier falls to 0.893 eV in a 5×5 cell and 0.863 eV in a 6×6 cell (six layers, four mobile), and to 0.808 eV in a 10×10 cell (eight layers, six mobile), where it is still drifting. The lateral size matters most: eight layers in the 4×4 cell lower it by only 6 meV. The hop barrier meanwhile stays at 0.402 to 0.403 eV, so in the largest of these cells the gap is about 0.41 eV and the factor about 7 × 10⁶. Hopping remains strongly favoured in this model, but 9 × 10⁸ overstates the preference more than a hundredfold.

**How far to trust the barrier**

The parameters are rounded and lie in the rough regime of copper. The barrier is of the size usually associated with hopping on Cu(100), very roughly 0.4 eV, but it is a property of this potential and not a measured value. Some neglected effects can be sized:

- Raising ξ by 5%, with the lattice spacing recomputed, raises the barrier by 28 meV. At 300 K that changes its Boltzmann factor by exp(27.94/25.85) ≈ 3.
- Freezing the whole substrate at its ideal bulk positions raises it by 29 meV, so substrate relaxation should be kept.
- A 5×5 cell with six layers, four of them mobile, changes the hop barrier by −0.65 meV. A 10×10 cell with eight layers, six of them mobile, changes it by −1.1 meV, so the digits below about 1 meV belong to the small cell. The exchange barrier is far more sensitive, as shown above.
- Harmonic zero-point energy, for a mass of 63.5 u, changes it by −12 meV. This is a low-temperature shift, not a correction to add to a classical rate at 300 K.

For tunnelling, let ω = √(|λ1|/m) and a = 2πkT/(ħω). Taking the standard transmission of a parabolic barrier, 1/(1 + e^(−ay)) at energy y in units of kT above the top, the thermal average relative to classical crossing is

κ = ∫ e^(−y)/(1 + e^(−ay)) dy = (π/a)/sin(π/a),

with y from −∞ to ∞; the substitution t = e^(−ay) turns it into (1/a)∫₀^∞ t^(1/a−1)/(1 + t) dt, a standard integral. It converges for a > 1, that is, above T = ħω/(2πk) = 14.3 K. At 300 K, κ = 1.004, so tunnelling is negligible here.

Real growth also breaks the assumption of a lone adatom on a flat, clean, unstrained terrace. Steps, islands and impurities create different saddles, whose barriers this example does not size. Each such environment needs its own searches and the same verification. The numerical output below lists the values for the 4×4 cell and the 5×5 test of the hop barrier.

Table of computed values

```
Reversed-force flow on a dimensionless 3-variable surface
  Hessian eigenvalues (1.0, 2.0, 3.0): index 0, growing modes 1
  Hessian eigenvalues (-1.0, 2.0, 3.0): index 1, growing modes 0
  Hessian eigenvalues (-2.0, -1.0, 3.0): index 2, growing modes 1
  Jacobian asymmetry away from the saddle: 0.0995
Potential: A=0.086 eV, xi=1.22 eV, p=11.0, q=2.28, r0=0.256 nm
Switching from 0.37 to 0.5 nm; dimer half-length 0.0001 nm
Nearest-neighbour distance 0.25558 nm, bulk energy -3.397 eV/atom
Atoms 81, moving 49, coordinates 147
Hollow site: adatom height 0.1614 nm above mean top layer
  lowest Hessian eigenvalue 31.15 eV/nm^2, adatom share of that mode 0.0601
One rotation: curvature 657.24 -> 273.70, scan minimum 273.70 eV/nm^2
Searches: adatom moved 0.1 nm sideways, 0.04 nm up
  azimuth(deg) steps force-calls barrier(eV) negative accepted
     187.0       94      449      0.40354      1      True
     142.2      110      627      0.40354      1      True
     167.7       97      486      0.40354      1      True
      27.9      113      626      0.40354      1      True
      50.1      116      629      0.40354      1      True
     230.7      118      645      0.40354      1      True
First accepted hop search: step, energy(eV), C(eV/nm^2), max F(eV/nm)
     0    0.44790     -64.12     2.9985
     5    0.43311     -66.72     2.6984
    20    0.40971     -92.58     0.6396
    50    0.40358     -91.24     0.0475
    94    0.40354     -91.34     0.0012
Barrier: dimer 0.40354 eV, symmetry 0.40354 eV
Three lowest eigenvalues -91.34, 30.82, 31.68 eV/nm^2
Dimer C -91.34 eV/nm^2, overlap with eigenvector 1.000000
Adatom share of unstable mode 0.9460
Curvature errors at half-length 0.004, 0.002 nm: 0.2065, 0.0517 eV/nm^2, ratio 3.998
Saddle: adatom 0.1278 nm sideways, 0.0278 nm up from hollow
Descents end 0.2555 nm apart; plain force from the same start ends at 0.00000 eV
Seeded exchange search: energy 0.93615 eV, accepted True
  negative eigenvalues 1, touches initial minimum True, partner share 0.447
  original adatom heights after descents 0.1587, -0.0038 nm
  Boltzmann factor hop/exchange at 300 K: 8.86e+08
Barrier change, 5x5 cell with 6 layers: -0.65 meV
Barrier change, rigid substrate: 28.51 meV
Barrier change, xi raised 5%: 27.94 meV
Zero-point change of barrier: -11.62 meV (mass 63.5 u)
Tunnelling factor at 300 K: 1.00376; crossover 14.3 K; kT 25.85 meV
```
